# Helium 1s2s Singlet–Triplet Splitting: First Order, Screening and 1s² Admixture

## Problem

The helium configuration 1s2s gives a singlet and a triplet term. The triplet lies lower, and the measured splitting is roughly 0.80 eV. Use Hartree atomic units, a fixed nucleus of charge $Z$ (with $Z=2$ for helium) and the nonrelativistic Hamiltonian

$$H=h_1+h_2+\frac1{r_{12}},\qquad h=-\tfrac12\nabla^2-\frac Zr .$$

(a) Express the energies of the two terms through a direct integral $J$ and an exchange integral $K$, for real orthonormal orbitals 1s and 2s.

(b) Keep the 1s orbital of charge $Z$, $R_{1s}=2Z^{3/2}e^{-Zr}$, and take

$$R_{2s}=N(1-cr)e^{-\beta r}.$$

Choose $c$ so that the orbitals are orthogonal, and find $K(\beta)$. Which $\beta$ gives the hydrogenic 2s orbital of charge $Z$, and what splitting follows for helium?

(c) Let the 2s electron respond to the repulsion of the 1s cloud by choosing the best $\beta$. What does the splitting become?

(d) Does screening of the 2s electron account for the measured value? If not, what is missing?

## Solution

### (a) The two terms

The triplet spin function is symmetric under exchange of the electrons and the singlet spin function is antisymmetric. The total wave function must be antisymmetric, so the spatial functions are

$$\psi_\pm=\frac{1}{\sqrt2}\left[1s(1)2s(2)\pm 2s(1)1s(2)\right],$$

with $+$ for the singlet and $-$ for the triplet. In $\langle\psi_\pm|1/r_{12}|\psi_\pm\rangle$ the two squared products each give $J$ and the two cross terms each give $\pm K$. The prefactor $\tfrac12$ leaves $J\pm K$, where

$$J=\iint\frac{|1s(1)|^2|2s(2)|^2}{r_{12}},\qquad K=\iint\frac{1s(1)2s(1)\,1s(2)2s(2)}{r_{12}} .$$

The cross terms of $h_1+h_2$ contain the overlap $\langle1s|2s\rangle=0$ and vanish. Therefore

$$E_\pm=\langle1s|h|1s\rangle+\langle2s|h|2s\rangle+J\pm K,\qquad E_+-E_-=2K. \tag{1}$$

With hydrogenic orbitals this is first-order perturbation theory in $1/r_{12}$. The configuration 1s2p has the same zeroth-order energy, but its total orbital angular momentum is 1 instead of 0, so it does not mix with 1s2s.

### (b) The exchange integral

**Orthogonality.** All integrals below follow from $\int_0^\infty r^ne^{-ar}dr=n!/a^{n+1}$. Put $s=Z+\beta$. Then

$$\int_0^\infty r^2(1-cr)e^{-sr}dr=\frac2{s^3}-\frac{6c}{s^4}=0
\quad\Rightarrow\quad c=\frac s3 .$$

**Normalization.** Expanding the square,

$$\frac1{N^2}=\int_0^\infty r^2(1-2cr+c^2r^2)e^{-2\beta r}dr
=\frac1{4\beta^3}-\frac{3c}{4\beta^4}+\frac{3c^2}{4\beta^5}
=\frac{3\beta^2-3s\beta+s^2}{12\beta^5}.$$

Inserting $s=Z+\beta$ in the numerator gives

$$N^2=\frac{12\beta^5}{D},\qquad D=Z^2-Z\beta+\beta^2 .$$

**Exchange.** For spherical densities the angular average of $1/r_{12}$ is $1/r_>$, with $r_>$ the larger radius. Let $f=r^2R_{1s}R_{2s}$. Since $1/r_>=\int_{r_>}^\infty dr/r^2$, a pair of radii contributes at every $r$ that exceeds both, and

$$K=\iint\frac{f(r_1)f(r_2)}{r_>}dr_1dr_2=\int_0^\infty\frac{q(r)^2}{r^2}dr,\qquad q(r)=\int_0^rf(x)\,dx .$$

Here $q(r)$ is the part of the overlap charge inside radius $r$. The field of that charge is $q/r^2$ and its field energy is $\tfrac12\int_0^\infty q^2/r^2\,dr$, so $K$ is twice the electrostatic self-energy of the overlap charge and is positive. With $A=2Z^{3/2}N$,

$$f=A\left(r^2-\frac{s r^3}3\right)e^{-sr}=\frac{d}{dr}\left(\frac{A r^3}{3}e^{-sr}\right),$$

so $q=\tfrac13Ar^3e^{-sr}$. Hence

$$K=\frac{A^2}{9}\int_0^\infty r^4e^{-2sr}dr=\frac{A^2}{9}\,\frac{24}{32s^5}=\frac{A^2}{12s^5}.$$

Substituting $A^2=4Z^3N^2=48Z^3\beta^5/D$,

$$K(\beta)=\frac{4Z^3\beta^5}{(Z+\beta)^5(Z^2-Z\beta+\beta^2)}. \tag{2}$$

**Hydrogenic value.** For $\beta=Z/2$ we have $c=s/3=Z/2$, and $R_{2s}\propto(1-Zr/2)e^{-Zr/2}$ is the hydrogenic 2s orbital. Here $s=3Z/2$ and $D=3Z^2/4$, so

$$K=4Z^3\,\frac{Z^5}{32}\,\frac{32}{243Z^5}\,\frac4{3Z^2}=\frac{16Z}{729}.$$

For helium $K=0.04390$ hartree, and

$$2K=\frac{64}{729}=0.08779\ \text{hartree}=2.39\ \text{eV}.$$

The order of the terms is right, but the splitting is about three times the measured one.

### (c) Response to the 1s cloud

**The potential.** The 1s cloud has radial density $4Z^3r^2e^{-2Zr}$. The charge inside $r$ is $1-(1+2Zr+2Z^2r^2)e^{-2Zr}$. It contributes this charge divided by $r$ to the potential. The charge outside contributes

$$\int_r^\infty4Z^3x\,e^{-2Zx}dx=(2Z^2r+Z)e^{-2Zr}.$$

The sum is the repulsive potential energy

$$V(r)=\frac1r-\left(Z+\frac1r\right)e^{-2Zr}.$$

Far outside, the 2s electron sees the charge $Z-1$. Inside the cloud the screening is incomplete.

**The energy to minimize.** By (1), $K$ cancels in the mean of the singlet and triplet energies. That mean is $-Z^2/2+\varepsilon(\beta)$, where

$$\varepsilon=\langle2s|h+V|2s\rangle=T-(Z-1)\langle1/r\rangle-P .$$

Here $T$ is the kinetic energy and $P$ is the extra attraction gained by penetrating the cloud. Minimizing $\varepsilon$ gives one common orbital for both terms, shaped by direct repulsion without exchange.

*Kinetic energy.* From $R_{2s}'=N(-c-\beta+\beta cr)e^{-\beta r}$,

$$T=\frac12\int_0^\infty r^2R_{2s}'^2dr=\frac{N^2}{8\beta^3}\left[(c+\beta)^2-3c(c+\beta)+3c^2\right]=\frac{N^2}{8\beta^3}(c^2-c\beta+\beta^2).$$

With $c=(Z+\beta)/3$ the last bracket is $(Z^2-Z\beta+7\beta^2)/9$, so

$$T=\frac{\beta^2(Z^2-Z\beta+7\beta^2)}{6D}.$$

*Mean inverse radius.*

$$\langle1/r\rangle=N^2\left[\frac1{4\beta^2}-\frac{c}{2\beta^3}+\frac{3c^2}{8\beta^4}\right]
=\frac{N^2(2\beta^2-4c\beta+3c^2)}{8\beta^4}
=\frac{\beta(Z^2-2Z\beta+3\beta^2)}{2D},$$

because $2\beta^2-4c\beta+3c^2=(Z^2-2Z\beta+3\beta^2)/3$.

*Penetration.* The exponentials combine to $e^{-2sr}$:

$$P=N^2\int_0^\infty(r+Zr^2)\left(1-\frac{sr}3\right)^2e^{-2sr}dr .$$

The two parts of the integral are

$$\frac1{s^2}\left(\frac14-\frac16+\frac1{24}\right)=\frac1{8s^2},\qquad
\frac Z{s^3}\left(\frac14-\frac14+\frac1{12}\right)=\frac Z{12s^3}.$$

Their sum is $(3s+2Z)/(24s^3)$, and therefore

$$P=\frac{\beta^5(5Z+3\beta)}{2Ds^3}.$$

**Numbers for helium.** At the hydrogenic value $\beta=1$, $T=\langle1/r\rangle=\tfrac12$ and $\varepsilon=-P=-0.0802$ hartree. Numerical minimization gives $\beta=0.6315$, where

$$\varepsilon=0.1172-0.2689-0.0105=-0.1622\ \text{hartree}.$$

The energy gained is as large as the binding at $\beta=1$, so the response of the orbital is no small correction. The mean radius grows from 3.00 to 4.61 bohr. Equation (2) now gives

$$K=0.00812\ \text{hartree},\qquad 2K=0.44\ \text{eV}.$$

The fall can be traced in $K=Z^3N^2/(3s^5)$. Since $N^2=R_{2s}(0)^2$, it measures the density of the 2s orbital at the nucleus. It drops from 4 to 0.384, a factor of 10.4. The change of $s$ from 3 to 2.6315 raises $K$ by a factor of 1.9. The net reduction is a factor of 5.4. Screening moves the 2s electron outward, away from the region where it can overlap the 1s orbital.

### (d) What screening explains, and what it does not

Screening has the right sign and more than enough strength: 0.44 eV is below the measured 0.80 eV. Four further calculations show why.

**A free outer orbital.** The first suspect is the single exponent, which must describe both the inner region and the tail. To remove this restriction, keep the 1s orbital fixed and let the outer s orbital be any combination, orthogonal to 1s, of 14 functions: $e^{-1.2r}$ times Laguerre polynomials in $r$. Diagonalizing $h$ alone in this space returns the hydrogenic 2s and $2K=2.39$ eV. Diagonalizing $h+V$ gives $\varepsilon=-0.1629$ hartree, a mean radius of 4.69 bohr and

$$2K=0.50\ \text{eV}.$$

The single exponent was therefore responsible for a small part of the discrepancy. Direct repulsion by the 1s cloud, the one thing that differs between these two diagonalizations, takes the splitting from 2.39 to 0.50 eV.

**Separate orbitals.** Exchange enters the two terms with opposite signs, so their best outer orbitals differ. Minimizing each energy separately, still with the outer orbital orthogonal to 1s, gives $-2.15529$ hartree for the singlet and $-2.17425$ hartree for the triplet. The splitting is 0.52 eV. It is no longer $2K$ of a single orbital, but it has hardly moved.

**Admixture of 1s².** The configuration 1s² has the same symmetry as the 1s2s singlet. It has no triplet partner, because the antisymmetric combination of two equal orbitals vanishes. For an outer orbital $v$ orthogonal to 1s, the coupling is

$$\langle1s^2|H|\psi_+\rangle=\sqrt2\,\Big\langle1s(1)1s(2)\Big|\frac1{r_{12}}\Big|1s(1)v(2)\Big\rangle .$$

The one-electron part is absent because 1s is an eigenfunction of $h$, so that $\langle1s|h|v\rangle=0$. The coupling repels the two singlet levels: the lower one, mainly 1s², goes down and the excited one goes up. The triplet stays where it is.

When 1s² is added to the singlet space, the second eigenvalue is $-2.14345$ hartree. The excited singlet has risen by 0.32 eV, and the splitting becomes 0.84 eV. This is the net rise, with the outer orbital free to readjust. Mixing 1s² with the single function built on the best singlet orbital, held fixed (coupling 0.10 hartree), would raise the level by 0.46 eV; the readjustment of $v$ recovers the difference.

There is an equivalent picture. Replacing $v$ by $v+\lambda\,1s$ in the symmetric function adds a multiple of $1s(1)1s(2)$, whereas in the antisymmetric function the added terms cancel. The admixture thus amounts to letting the singlet's outer orbital overlap the core. This freedom needs care: the excited singlet must be taken as the second eigenvalue, which is an upper bound to the second singlet energy of this symmetry. The earlier minimum, $-2.15529$ hartree, has no such status, since orthogonality of $v$ to 1s does not make the two-electron function orthogonal to the true ground state.

**Core response and correlation.** Finally, let both electrons use 14 radial functions for each orbital angular momentum $l$, and diagonalize $H$ among all pairs coupled to total angular momentum zero. This is configuration interaction. In this basis the splitting is 0.818 eV with s functions alone, then 0.800, 0.798 and 0.797 eV as $l=1$, 2 and 3 are added. The third digit is not fully converged: a complete radial basis lowers the last two values by about 0.0005 eV (to 0.7974 and 0.7967 eV), and extending to $l\le6$ brings the splitting to 0.796 eV. The calculation leaves out $l>3$, radial functions beyond the 14 for each $l$, relativity and the motion of the nucleus. It agrees with the measured splitting to the two figures quoted.

The sequence for helium is:

| Description | Splitting (eV) |
|---|---|
| Hydrogenic 2s, first order | 2.39 |
| 2s screened by the 1s cloud | 0.50 |
| Separate singlet and triplet orbitals | 0.52 |
| 1s² admixed in the singlet | 0.84 |
| Configuration interaction, $l\le3$ | 0.80 |

The size of each step depends on the order in which the effects are introduced.

**Answer.** Screening explains why the splitting is far below 2.39 eV, but the measured 0.80 eV is not $2K$ for the screened 2s orbital. That quantity is about 0.50 eV. The admixture of 1s² raises the singlet and restores about 0.32 eV, and the remaining corrections are a few hundredths of an eV.

One can force (2) to give the configuration-interaction splitting by choosing $\beta=0.74$. This is a fit: the energy $\varepsilon$ has its minimum at 0.63, and the larger $\beta$ stands in for effects that (2) leaves out, among them the admixture of 1s².

**When first order is adequate.** Measuring lengths in units of $1/Z$ turns $H$ into $Z^2$ times a Hamiltonian with nuclear charge 1 and repulsion $1/(Zr_{12})$. The first-order splitting $32Z/729$ grows as $Z$, while the second-order term does not depend on $Z$. The third-order term falls as $1/Z$, and higher orders fall faster. At large $Z$, where these higher orders are small, the error of the first-order result divided by the first-order splitting therefore falls as $1/Z$, as long as relativity can be neglected. At $Z=2$ the repulsion $J=0.42$ hartree is nearly as large as the hydrogenic 2s binding energy of 0.5 hartree, and first order fails.
